# Linear and Quadratic Stark Shifts of a Symmetric Top, with CH3F, part 1

(Sections cited here and not found follow in the second part.)

## 1. From symmetry to the couplings between rotational levels

### What the shift can depend on

A rigid symmetric top in a static field has three energies: its two rotational constants $A$ and $B$, and the product $\mu F$ of dipole moment and field. The constant $A$ multiplies a conserved quantity, as shown below, and so drops out of every level shift. Two energies remain, and they form one pure number,

$$w=\frac{\mu F}{B}.$$

The shift of a level must therefore have the form $\Delta E=B\,s(w)$, where $s$ depends on the quantum numbers of the level. Any field at which two parts of the shift become equal has the form $F=w^*B/\mu$, with $w^*$ a pure number that can differ from level to level.

Symmetry fixes more. Let $J$ be the angular momentum quantum number, $M$ the projection of the angular momentum on the field axis $z$, and $K$ its projection on the dipole axis of the molecule. Rotate everything except the field by $\pi$ about the $x$ axis. This reverses $M$ and the $z$ component of the dipole, but leaves $J$ and $K$ alone. Hence

$$s(w;J,K,M)=s(-w;J,K,-M).$$

Time reversal changes the sign of every angular momentum but not of the dipole direction. It reverses $K$ and $M$ together and leaves the field energy unchanged, so

$$s(w;J,K,M)=s(w;J,-K,-M).$$

The term linear in $w$ must thus be odd in $M$ and odd in $K$, while the quadratic term is even in both. A level with $K=0$ or $M=0$ has no linear shift. What remains is to find the two coefficients.

### The model and its conserved numbers

The algebra uses atomic units, with $\hbar=1$. The unit vector $\mathbf n$ points along the dipole, from negative to positive charge, and lies on the symmetry axis. The field points along $z$, and $\theta$ is the angle between the two, so $n_z=\cos\theta$. The moments of inertia are $I_\parallel$ about the symmetry axis and $I_\perp$ about any perpendicular axis through the centre of mass. With $K=\mathbf J\cdot\mathbf n$, the rotational energy is

$$\frac{\mathbf J^2-K^2}{2I_\perp}+\frac{K^2}{2I_\parallel}=B\mathbf J^2+(A-B)K^2,$$

where $B=1/(2I_\perp)$ and $A=1/(2I_\parallel)$. Adding the energy of the dipole in the field gives

$$H=B\mathbf J^2+(A-B)K^2-\mu F\cos\theta .$$

The molecule is rigid here: its vibrations, its electronic polarization and its nuclear spins are left out.

Everything below follows from two commutation rules. The components of $\mathbf n$ are functions of orientation and commute with each other. Because $\mathbf J$ generates rotations,

$$[J_i,n_j]=i\varepsilon_{ijk}n_k,$$

with repeated indices summed. Setting $i=j=z$ gives $[J_z,n_z]=0$, so $M$ is conserved in the field. For $K$,

$$[J_in_i,n_j]=[J_i,n_j]n_i=i\varepsilon_{ijk}n_kn_i=0,$$

because $n_kn_i$ is symmetric in its indices and $\varepsilon_{ijk}$ is antisymmetric. Thus $K$ commutes with all components of $\mathbf n$. It also commutes with $\mathbf J$, being a scalar. It is conserved, and $(A-B)K^2$ is the same constant with and without the field.

The field therefore never mixes states of different $K$ or $M$. At fixed $K$ and $M$ the wavefunction is $e^{iM\phi}e^{iK\chi}\Theta(\theta)$, where $\phi$ turns the molecule about the field and $\chi$ turns it about its own axis. In this form $\mathbf J^2$ is a second-order differential operator in $\theta$, with at most one solution regular at $\theta=0$ for each eigenvalue. A block of given $K,M$ thus holds at most one state $|JKM\rangle$ for each $J$. The many field-free degeneracies lie between blocks, so ordinary nondegenerate perturbation theory applies inside each one.

### A first case: the level J = 0

The state with $J=K=M=0$ has no preferred orientation. Its average of $\cos\theta$ is zero, and its average of $\cos^2\theta$ is $1/3$, since the three squared components of $\mathbf n$ share the value 1 equally. Acting on this state, $\cos\theta$ produces a vector component, which has $J=1$. The excitation energy is $B[1\cdot2-0]=2B$. Second-order perturbation theory gives

$$\Delta E=-\frac{(\mu F)^2/3}{2B}=-\frac{w^2}{6}B.$$

The level moves down because its only coupled neighbour lies above. A general result must return this value.

### The linear term for any level

For other levels we first ask which $J'$ can appear in $n_j|JKM\rangle$. The commutation rule gives

$$J_i\,(n_j\psi)=i\varepsilon_{ijk}n_k\psi+n_jJ_i\psi .$$

The first term rotates the vector index and the second rotates the state. The products $n_j\psi$ consequently transform as an angular momentum 1 added to an angular momentum $J$. They can contain just $J-1$, $J$ and $J+1$, each at most once. For $J=0$ the sum is 1 alone.

Consider the part that stays at $J$, for $J\ge1$. Since $J$ occurs once in the addition, rotational symmetry leaves one free constant in the matrix elements of a vector within the level. The vector $\mathbf J$ itself has nonzero matrix elements there. Hence, with $P$ the projector on the states of given $J$ and $K$,

$$P\,\mathbf n\,P=\kappa\,P\,\mathbf J\,P .$$

To find $\kappa$, take the scalar product with $\mathbf J$. Because $\mathbf J$ does not leave the level, $P\,\mathbf J\cdot\mathbf n\,P=\kappa\,\mathbf J^2P$. The left side is $K$ and the right side is $\kappa J(J+1)$. The $z$ component then gives

$$a_J\equiv\langle JKM|\cos\theta|JKM\rangle=\frac{KM}{J(J+1)},\qquad E_1=-\mu F\,\frac{KM}{J(J+1)} .$$

This is odd in $K$ and in $M$, as required. For $J=0$ we set $a_0=0$.

The classical limit shows what the formula means. A free top turns about its fixed angular momentum, and the part of $\mathbf n$ along $\mathbf J$ is $K/J$. The part of $\mathbf J$ along the field is $M$, or $M/J$ as a direction cosine. The time average of $\cos\theta$ is their product $KM/J^2$, to which the quantum result tends at large $J$. The linear shift is the energy of this persistent average dipole.

### A sum rule for the remaining couplings

The squared coupling to the next lower level is

$$c_J\equiv|\langle J-1,K,M|\cos\theta|J,K,M\rangle|^2 .$$

The coupling from $J$ to $J+1$ is then $c_{J+1}$. A double commutator provides an equation for these numbers. For each component $J_i$,

$$[J_i^2,n_z]=J_i[J_i,n_z]+[J_i,n_z]J_i .$$

The inner commutator $[J_i,n_z]$ is a function of orientation and commutes with $n_z$. Taking a second commutator therefore gives

$$[n_z,[J_i^2,n_z]]=[n_z,J_i][J_i,n_z]+[J_i,n_z][n_z,J_i]=-2[J_i,n_z]^2 .$$

From the commutation rule, $[J_x,n_z]=-in_y$, $[J_y,n_z]=in_x$ and $[J_z,n_z]=0$. Summing over the three components,

$$[\cos\theta,[\mathbf J^2,\cos\theta]]=2(n_x^2+n_y^2)=2\sin^2\theta .$$

Now take the expectation value in $|JKM\rangle$. Expanding the left side produces two terms $\cos\theta\,\mathbf J^2\cos\theta$ and two terms in which $\mathbf J^2$ acts directly on the state. Inserting the intermediate states $J'$ gives

$$2\sum_{J'}[J'(J'+1)-J(J+1)]\,|\langle J'|\cos\theta|J\rangle|^2=2\langle\sin^2\theta\rangle .$$

The bracket is $-2J$ for $J'=J-1$, zero for $J'=J$, and $2(J+1)$ for $J'=J+1$. On the right, $\langle\sin^2\theta\rangle=1-\langle\cos^2\theta\rangle$, and the same intermediate states give $\langle\cos^2\theta\rangle=c_J+a_J^2+c_{J+1}$. Dividing by 2,

$$2(J+1)c_{J+1}-2Jc_J=1-a_J^2-c_J-c_{J+1}.$$

Collecting the couplings on the left yields

$$(2J+3)c_{J+1}-(2J-1)c_J=1-a_J^2 .$$

Each coupling follows from the one below it. For $J=K=M=0$ there is no lower state, so $c_0=0$ and $3c_1=1$. This reproduces the $1/3$ of the first case.

### Which states exist

The block $K=M=0$ also settles which states are present. There $a_J=0$, and the recursion gives positive $c_{J+1}$ for every $J$. A nonzero coupling needs a state to couple to, so all $J=0,1,2,\ldots$ occur in this block.

The other blocks follow by ladder operators. The usual combinations $J_x\pm iJ_y$ change $M$ in unit steps from $-J$ to $J$. For $K$, use the components of $\mathbf J$ along three axes $\mathbf b_1,\mathbf b_2,\mathbf b_3=\mathbf n$ fixed in the molecule. These components are scalars and commute with every $J_i$, so

$$[\mathbf J\cdot\mathbf b_1,\mathbf J\cdot\mathbf b_2]=J_i[J_k,b_{2i}]b_{1k}=i\,\mathbf J\cdot(\mathbf b_2\times\mathbf b_1)=-i\,\mathbf J\cdot\mathbf b_3 .$$

This is the usual angular momentum algebra with the opposite sign, and the squares still add to $\mathbf J^2$. The sign merely exchanges the raising and lowering operators, and $K$ also runs from $-J$ to $J$. A block of given $K,M$ thus starts at $m=\max(|K|,|M|)$ and contains each higher $J$ once.

### The next case, then the general one

The lowest level with a linear shift has $J=K=M=1$. Nothing lies below it in its block, so $c_1=0$. With $a_1=1/2$, the recursion reads

$$5c_2=1-\tfrac14=\tfrac34,\qquad c_2=\tfrac{3}{20}.$$

For a general block, multiply the recursion by $2J+1$ and define $g_J=(2J-1)(2J+1)c_J=(4J^2-1)c_J$. Then

$$g_{J+1}-g_J=(2J+1)\left[1-\frac{K^2M^2}{J^2(J+1)^2}\right].$$

Both terms on the right are differences of neighbouring values, because

$$2J+1=(J+1)^2-J^2,\qquad \frac{2J+1}{J^2(J+1)^2}=\frac1{J^2}-\frac1{(J+1)^2}.$$

Start at $g_m=0$ and sum up to $J$. For $m\ge1$,

$$g_J=J^2-m^2-K^2M^2\left(\frac1{m^2}-\frac1{J^2}\right).$$

One of $K^2,M^2$ equals $m^2$, so $K^2M^2/m^2$ is the other one. Therefore

$$g_J=J^2-K^2-M^2+\frac{K^2M^2}{J^2}=\frac{(J^2-K^2)(J^2-M^2)}{J^2}.$$

If $m=0$, the second term is absent from the start and $g_J=J^2$, in agreement with the same expression for $J\ge1$. The result is

$$c_J=\frac{(J^2-K^2)(J^2-M^2)}{J^2(4J^2-1)} .$$

It vanishes when $|K|=J$ or $|M|=J$, where the lower state does not exist. At $J=2$, $K=M=1$ it gives $3\cdot3/(4\cdot15)=3/20$, as found directly.

The classical limit is a further check. Let $J$ grow with $k=K/J$ and $q=M/J$ fixed. As the top turns about $\mathbf J$ through an angle $\alpha$, its dipole has

$$\cos\theta=kq+\sqrt{1-k^2}\sqrt{1-q^2}\,\cos\alpha .$$

The constant part is $a_J$. The oscillating part contains $e^{i\alpha}$ and $e^{-i\alpha}$, each with half the amplitude. These correspond to steps of one unit in $J$, so the squared coupling should be $(1-k^2)(1-q^2)/4$. The formula for $c_J$ has this limit.
## 2. From the couplings to the rivalry field of CH3F

### Results carried over

The Hamiltonian is $H=B\mathbf J^2+(A-B)K^2-\mu F\cos\theta$, and $w=\mu F/B$. The numbers $K$ and $M$ are conserved. Within one block $(K,M)$ there is one state for each $J\ge\max(|K|,|M|)$, and the nonzero elements of $\cos\theta$ are given by

$$a_J=\frac{KM}{J(J+1)},\qquad c_J=\frac{(J^2-K^2)(J^2-M^2)}{J^2(4J^2-1)} .$$

Here $a_J$ is the average in level $J$ and $c_J$ is the squared coupling between $J-1$ and $J$. For $J=0$, both are zero.

### Second and third order

Divide the energies by $B$, drop the constant from $K$, and write $\varepsilon_J=J(J+1)$. Let $C$ stand for $\cos\theta$. The equation to solve is

$$(\mathbf J^2-wC)\psi=(\varepsilon_J+ws_1+w^2s_2+w^3s_3+\ldots)\psi ,$$

with $\psi=|J\rangle+w\psi_1+w^2\psi_2+\ldots$. The corrections $\psi_1,\psi_2,\ldots$ are chosen to have no component on $|J\rangle$, which fixes the normalization. At first order the component on $|J\rangle$ gives $s_1=-a_J$. The component on another state $|J'\rangle$ gives

$$\langle J'|\psi_1\rangle=\frac{C_{J'J}}{\varepsilon_{J'}-\varepsilon_J} .$$

At second order the component on $|J\rangle$ is $s_2=-\langle J|C|\psi_1\rangle$. The two neighbours have $\varepsilon_{J-1}-\varepsilon_J=-2J$ and $\varepsilon_{J+1}-\varepsilon_J=2(J+1)$, so for $J\ge1$

$$s_2=\frac{c_J}{2J}-\frac{c_{J+1}}{2(J+1)} .$$

The lower neighbour pushes the level up and the upper neighbour pushes it down. Restoring $B$ gives

$$E_2=\frac{(\mu F)^2}{2B}\,G,\qquad G=f(J)-f(J+1),$$

$$f(J)=\frac{c_J}{J}=\frac{(J^2-K^2)(J^2-M^2)}{J^3(4J^2-1)} .$$

For $J=0$ the term $f(0)$ is omitted. Then $G=-f(1)=-1/3$ and $E_2=-w^2B/6$, the value found for the first case.

The third order will show where this description starts to fail. Its energy is $s_3=-\langle J|C|\psi_2\rangle$, which needs $\psi_2$ on the two neighbours. These are not coupled to each other, so the second-order equation gives

$$(\varepsilon_{J'}-\varepsilon_J)\langle J'|\psi_2\rangle=(a_{J'}-a_J)\langle J'|\psi_1\rangle .$$

Substitution leads to

$$s_3=-\frac{c_J(a_{J-1}-a_J)}{4J^2}-\frac{c_{J+1}(a_{J+1}-a_J)}{4(J+1)^2},$$

where the first term is absent if the level is the lowest in its block. Like $s_1$, this coefficient is odd in $KM$.

The linear and quadratic coefficients were tested against field derivatives of levels obtained by diagonalizing the angular differential operator. Over 225 levels the largest absolute errors were $1.2\times10^{-6}$ and $4.2\times10^{-6}$, in units of $B$. The numerical output follows the text.

The shifts of a rigid symmetric top's levels are now known to third order in the field. What remains is to find the field at which the linear and quadratic shifts are equal in size, to see where that answer can be trusted, and to put in numbers for CH3F.
